# Does Hartree–Fock theory bind the second electron of H⁻?

## Problem

The hydride ion H⁻ has two electrons of opposite spin and a fixed point nucleus of charge 1. In Hartree atomic units the nonrelativistic one-electron Hamiltonian is

$$h=-\tfrac12\nabla^2-\frac1r .$$

A single determinant with normalized spatial orbitals $a$ (spin up) and $b$ (spin down) has the energy

$$E[a,b]=h_{aa}+h_{bb}+J_{ab},\qquad J_{ab}=\iint\frac{|a(\mathbf r_1)|^2|b(\mathbf r_2)|^2}{r_{12}}\,d^3r_1d^3r_2 .$$

There is no exchange term because the spins are opposite. Restricted Hartree–Fock (RHF) imposes $a=b$.

(a) Find the RHF energy and orbital energy. Does RHF bind the ion relative to a hydrogen atom and a distant electron?

(b) Drop the condition $a=b$, keeping real s orbitals. What is the lowest energy, and which orbitals give it?

## A tempting solution

Put $a=b=\varphi$, so that $E=2h_{\varphi\varphi}+J_{\varphi\varphi}$. For real $\varphi$, a variation $\delta\varphi$ changes the first term by $4\langle\delta\varphi|h|\varphi\rangle$. It changes the second by $4\langle\delta\varphi|J_\varphi|\varphi\rangle$, where $J_\varphi$ is the electrostatic potential of the density $\varphi^2$. The normalization condition $\langle\varphi|\varphi\rangle=1$ varies as $2\langle\delta\varphi|\varphi\rangle$. With its multiplier written as $2\varepsilon$,

$$(h+J_\varphi)\varphi=\varepsilon\varphi,\qquad \varepsilon=h_{\varphi\varphi}+J_{\varphi\varphi},\qquad E=\varepsilon+h_{\varphi\varphi}.$$

I solved this equation by self-consistent iteration in 14 functions $e^{-\zeta r}$ with $\zeta=1.6^k$, $k=-8,\dots,5$, taking the lowest eigenfunction each time. The result, in hartree, is

$$h_{\varphi\varphi}=-0.4417,\quad J_{\varphi\varphi}=0.3955,\quad \varepsilon=-0.0462,\quad E_{\rm RHF}=-0.4879 .$$

The tempting argument continues as follows. The orbital energy is negative, so removing an electron costs $0.0462$ hartree, and the ion is bound. Dropping $a=b$ enlarges the variational space and can only lower the energy. The unrestricted ion must therefore be bound more firmly, with two somewhat different orbitals.

## Where it fails

The cost $-\varepsilon$ refers to removal with the remaining orbital frozen. From $E=\varepsilon+h_{\varphi\varphi}$,

$$h_{\varphi\varphi}-E_{\rm RHF}=-\varepsilon=0.0462 .$$

The final state here is an electron in the diffuse orbital $\varphi$, with energy $-0.4417$. A hydrogen atom in its ground state has energy $-\tfrac12$. The remaining electron therefore gains $0.0583$ by relaxing, more than the $0.0462$ spent on removal:

$$-\tfrac12-E_{\rm RHF}=0.0462-0.0583=-0.0121\ \text{hartree}.$$

Removal thus releases energy. A negative orbital energy shows stability against frozen removal, not against removal followed by relaxation.

The second fault is the assumption that a lower energy must belong to a bound pair of orbitals. A variational problem on infinite space may have an infimum that no function attains. This has to be examined.

## Right solution of (a)

It remains to exclude a lower RHF solution. Let $\varphi$ be the lowest eigenfunction of its own operator $F=h+J_\varphi$, with density $n=\varphi^2$. The potential in $F$ is spherical, and the centrifugal term $l(l+1)/2r^2$ only raises the levels with $l>0$, so the lowest s level is the lowest level of $F$ altogether. Let $\psi$ be any other normalized orbital, spherical or not, with density $m$. Write $(f|g)$ for the Coulomb integral of two densities. In Fourier space $(f|f)$ is an integral of $|\hat f(\mathbf k)|^2/k^2$ with a positive factor, so $(m-n|m-n)\ge0$, or

$$(m|m)\ge2(n|m)-(n|n).$$

Hence

$$2h_{\psi\psi}+(m|m)\ \ge\ 2\langle\psi|F|\psi\rangle-(n|n)\ \ge\ 2\varepsilon-J_{\varphi\varphi}=E_{\rm RHF}.$$

The last equality follows from $\varepsilon=h_{\varphi\varphi}+J_{\varphi\varphi}$. The self-consistent solution is therefore the global RHF minimum, up to the accuracy of the basis, and breaking spherical symmetry while keeping $a=b$ gains nothing.

The answer to (a) is $E_{\rm RHF}=-0.4879$ hartree ($-13.28$ eV) with $\varepsilon=-0.0462$ hartree. The energy lies $0.0121$ hartree ($0.33$ eV) above that of a hydrogen atom and a distant electron at rest, so RHF does not bind the ion in this sense.

## Right solution of (b)

### An upper bound

Let $a$ be the hydrogen 1s orbital, whose radial density is $4r^2e^{-2r}$. Its potential is the sum of the parts from charge inside and outside $r$:

$$\begin{aligned}J_a(r)&=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds\\
&=\frac{1-e^{-2r}(1+2r+2r^2)}r+e^{-2r}(1+2r)\\
&=\frac1r-e^{-2r}\Big(1+\frac1r\Big).\end{aligned}$$

The term $1/r$ cancels the nuclear attraction, and the second electron feels only the short-range attraction $-e^{-2r}(1+1/r)$. Give it the radial density $4\beta^3r^2e^{-2\beta r}$, with kinetic energy $\beta^2/2$. Using $\int_0^\infty r^2e^{-cr}dr=2/c^3$ and $\int_0^\infty re^{-cr}dr=1/c^2$ with $c=2+2\beta$,

$$E+\frac12=\frac{\beta^2}2-4\beta^3\Big(\frac2{c^3}+\frac1{c^2}\Big)=\frac{\beta^2}{2}-\frac{\beta^3(2+\beta)}{(1+\beta)^3}.$$

For $\beta=0.1$ this is $0.00500-0.00158=0.00342$ hartree. As $\beta\to0$ it tends to zero, so the infimum is at most $-\tfrac12$. At small $\beta$ the kinetic cost, of order $\beta^2$, outweighs the attraction, of order $\beta^3$. Whether another pair of orbitals does better requires a lower bound.

### Reduction to the smaller radius

Write $a=u(r)/(\sqrt{4\pi}\,r)$ and $b=v(r)/(\sqrt{4\pi}\,r)$, with $\int_0^\infty u^2dr=\int_0^\infty v^2dr=1$ and finite kinetic energy. Then $u(0)=v(0)=0$, and

$$\int|\nabla a|^2d^3r=\int_0^\infty\Big(u'-\frac ur\Big)^2dr=\int_0^\infty\Big[u'^2-\Big(\frac{u^2}r\Big)'\Big]dr=\int_0^\infty u'^2dr .$$

The boundary term vanishes at the origin because $u(r)^2\le r\int_0^ru'^2ds$ by the Cauchy–Schwarz inequality.

For spherical densities $1/r_{12}$ may be replaced by its angular average $1/\max(r_1,r_2)$. The total potential becomes

$$-\frac1{r_1}-\frac1{r_2}+\frac1{\max(r_1,r_2)}=-\frac1{\min(r_1,r_2)} .$$

In this angle-averaged potential, whichever electron has the smaller radius feels the full nuclear charge, and the other feels none. With $T=\frac12\int u'^2dr+\frac12\int v'^2dr$,

$$E[a,b]=T-\Big\langle\frac1{\min(r_1,r_2)}\Big\rangle .$$

Define $w\ge0$ by letting $w^2$ be the probability density of the smaller radius. With $U(r)=\int_r^\infty u^2ds$ and $V(r)=\int_r^\infty v^2ds$,

$$w^2=u^2V+v^2U,\qquad\int_0^\infty w^2dr=1,\qquad w(0)=0 .$$

The potential energy is $-\int w^2/r\,dr$, as for one electron in hydrogen with radial function $w$.

### The kinetic inequality

Let $\psi(r_1,r_2)=u(r_1)v(r_2)$ and $D=\partial_1+\partial_2$. Written with the separation $t$ of the two radii,

$$w(r)^2=\int_0^\infty\big[\psi(r,r+t)^2+\psi(r+t,r)^2\big]dt .$$

Differentiation with respect to $r$ at fixed $t$ moves both radii together:

$$ww'=\int_0^\infty\big[(\psi D\psi)(r,r+t)+(\psi D\psi)(r+t,r)\big]dt .$$

By the Cauchy–Schwarz inequality,

$$w^2w'^2\le w^2\int_0^\infty\big[(D\psi)^2(r,r+t)+(D\psi)^2(r+t,r)\big]dt .$$

Divide by $w^2$ where $w\ne0$; elsewhere $w'=0$ for almost every $r$. The points $(r,r+t)$ and $(r+t,r)$ together cover the quadrant $r_1,r_2>0$ once, with unit Jacobian. Integration over $r$ therefore gives

$$\begin{aligned}\int w'^2dr&\le\iint(u'v+uv')^2dr_1dr_2\\
&=\int u'^2dr+\int v'^2dr+2\int uu'dr\int vv'dr=2T .\end{aligned}$$

The cross term vanishes because $\int uu'dr=\frac12[u^2]_0^\infty=0$. This step uses the product form of the wavefunction.

### The lower bound

For any nuclear charge $Z>0$, expand a nonnegative integral:

$$0\le\frac12\int_0^\infty\Big(w'-\frac wr+Zw\Big)^2dr=\frac12\int w'^2dr-Z\int\frac{w^2}rdr+\frac{Z^2}2 .$$

Here $-\int(w^2)'/r\,dr=-\int w^2/r^2dr$ by parts, which cancels the square of $w/r$, and $\int ww'dr=0$. With $Z=1$ and the kinetic inequality,

$$E[a,b]\ge\frac12\int w'^2dr-\int\frac{w^2}rdr\ge-\frac12 .$$

With the upper bound, the infimum is exactly $-\tfrac12$.

Could a pair reach it? Equality in the second step requires $w'=w/r-w$, hence $w=2re^{-r}$, which is nonzero for every $r>0$. Equality in the first requires $D\psi=\lambda(r)\psi$ on both branches for almost every $r$. On the first branch, with $s=r+t$,

$$u'(r)v(s)+u(r)v'(s)=\lambda(r)u(r)v(s),\qquad s>r .$$

Since $w(r)\ne0$, at least one of $u(r),v(r)$ is nonzero, and one of them is nonzero at suitable points arbitrarily close to the origin. If it is $u$, division by $u(r)$ shows that $v'/v$ is constant beyond each such $r$. Thus $v$ is a single exponential on the whole half-line, and $v(0)=0$ makes it zero, contrary to normalization. If it is $v$, the other branch gives the same contradiction for $u$. Therefore $E[a,b]>-\tfrac12$ for every s-orbital pair: the infimum is not attained.

The RHF orbital illustrates the bound. A numerical evaluation of $w$ on a radial grid gives it the kinetic energy $0.4774$, against $0.4879$ for the pair. The potential energy is the same for both, so the hydrogen energy of $w$ lies below $E_{\rm RHF}$ by the difference of the kinetic energies, $0.4879-0.4774=0.0105$. It is therefore $-0.4879-0.0105=-0.4984$ hartree, between $-\tfrac12$ and $E_{\rm RHF}$.

### One electron leaves

Take any sequence $u_n,v_n$ with $E_n\to-\tfrac12$. The inequality with $Z=2$ gives $\int w_n^2/r\,dr\le1+\frac14\int w_n'^2dr\le1+\frac12T_n$. Hence $E_n\ge\frac12T_n-1$, and the kinetic energies stay bounded. Since $|u_n(r)-u_n(s)|^2\le|r-s|\int u_n'^2dr$, a subsequence converges uniformly on each finite interval to limits $u,v$. Their norms may be smaller than one:

$$\mu=\int u^2dr\le1,\qquad\lambda=\int v^2dr\le1 .$$

The missing probability has moved to infinity. The kinetic energy of the limits is at most the lower limit of $T_n$. In the potential energy,

$$V_n(r)=1-\int_0^rv_n^2ds\ \longrightarrow\ (1-\lambda)+V(r),$$

and likewise for $U_n$. Radii beyond $R$ contribute at most $1/R$, and near the origin $u_n^2/r$ and $v_n^2/r$ are bounded, so the potential energy converges.

Let $\hat u=u/\sqrt\mu$ and $\hat v=v/\sqrt\lambda$, omitting any term whose weight is zero. Write $h[\hat u]$ for the energy of one electron in hydrogen. Splitting $T_{\hat u}$ with the weights $\lambda$ and $1-\lambda$, and $T_{\hat v}$ with $\mu$ and $1-\mu$, gives

$$-\tfrac12\ge\mu\lambda E[\hat u,\hat v]+\mu(1-\lambda)h[\hat u]+(1-\mu)\lambda h[\hat v] .$$

The terms correspond to both electrons remaining, the first alone, and the second alone. Every energy on the right is at least $-\tfrac12$, so the right side is at least $-\frac12[1-(1-\mu)(1-\lambda)]$, and strictly greater if $\mu\lambda>0$, because $E[\hat u,\hat v]>-\tfrac12$. The inequality thus requires $\mu\lambda=0$ and $(1-\mu)(1-\lambda)=0$. One norm is 1 and the other is 0, and the retained orbital has the energy $-\tfrac12$ of hydrogen 1s.

This answers (b): the infimum is $-\tfrac12$ hartree, no pair attains it, and along a minimizing sequence one electron settles into hydrogen 1s while the other leaves every finite sphere. RHF cannot follow this path, since $a=b$ forces $\mu=\lambda$. Its energy therefore stays a finite distance above $-\tfrac12$.

### The way down from the RHF solution

The RHF solution could still be a local minimum of the unrestricted problem. To decide, take a normalized real s orbital $\chi$ orthogonal to $\varphi$ and set

$$a=\varphi\cos\theta+\chi\sin\theta,\qquad b=\varphi\cos\theta-\chi\sin\theta .$$

The densities are $P\pm Q$, with $P=\varphi^2\cos^2\theta+\chi^2\sin^2\theta$ and $Q=2\varphi\chi\sin\theta\cos\theta$. Hence $J_{ab}=(P|P)-(Q|Q)$. To order $\theta^2$,

$$\begin{aligned}h_{aa}+h_{bb}&=2h_{\varphi\varphi}+2\theta^2(h_{\chi\chi}-h_{\varphi\varphi}),\\
(P|P)&=J_{\varphi\varphi}+2\theta^2\big[(\varphi^2|\chi^2)-J_{\varphi\varphi}\big],\\
(Q|Q)&=4\theta^2(\varphi\chi|\varphi\chi).\end{aligned}$$

Since $h_{\varphi\varphi}+J_{\varphi\varphi}=\varepsilon$,

$$\Delta E=2\theta^2\big[\langle\chi|F-\varepsilon|\chi\rangle-2(\varphi\chi|\varphi\chi)\big].$$

Diagonalizing this quadratic form in the RHF basis gives a lowest value of $-0.0215$ hartree for the bracket, so $\Delta E\approx-0.043\,\theta^2$. The RHF solution is a saddle point: making one orbital tighter and the other looser lowers the energy at once.

I followed the descent numerically from a slightly perturbed RHF orbital, minimizing each orbital in turn in the field of the other. The exponents were again powers of 1.6, up to $1.6^5$. The smallest exponent limits how far an orbital can spread.

| Smallest exponent (1/bohr) | $E+\frac12$ (hartree) | Mean radii (bohr) |
|---|---|---|
| 0.0954 | $9.1\times10^{-4}$ | 1.505 and 27 |
| 0.0233 | $6.6\times10^{-5}$ | 1.500 and 120 |
| 0.0057 | $4.2\times10^{-6}$ | 1.500 and 505 |

The inner radius approaches the hydrogen value $\frac32$. The outer electron spreads as far as the basis permits, and the energy approaches $-\tfrac12$ from above. A finite basis thus returns a normalized orbital for an electron that is not bound; enlarging the basis reveals this.

## What the result does not say

The bound concerns one determinant of s orbitals. It is not shown here for pairs that contain a nonspherical orbital, although the infimum over such a larger class is still at most $-\tfrac12$.

Nor does it say that the real ion is unbound. For a normalized correlated function $\psi(r_1,r_2)$ of the two radii, the kinetic inequality keeps its cross term, and the same argument gives

$$E\ge-\frac12-C,\qquad C=\iint\partial_1\psi\,\partial_2\psi\,dr_1dr_2 .$$

Consider the singlet function

$$\psi=\frac{u(r_1)v(r_2)+v(r_1)u(r_2)}{\sqrt{2(1+s^2)}},\qquad s=\int uv\,dr .$$

Of the four products in $C$, two contain $\int uu'dr$ or $\int vv'dr$ and vanish. The other two are equal, because $\int uv'dr=-\int u'v\,dr$. Hence

$$C=\frac{\big(\int u'v\,dr\big)^2}{1+s^2}\ge0,$$

and energies below $-\tfrac12$ are no longer excluded. For $u\propto re^{-\zeta_1r}$ and $v\propto re^{-\zeta_2r}$, numerical minimization gives $\zeta_1=1.039$, $\zeta_2=0.283$ and $E=-0.5133$ hartree. Here $C=0.0334$, so the bound is $-0.5334$. Since $-0.5133$ is a variational upper bound to the true ground-state energy, the ion is bound in the nonrelativistic fixed-nucleus model. Symmetrizing the product correlates the radii: when one electron is close to the nucleus, the other tends to be far out, without either being assigned permanently to the outer place.

Numbers in the example were calculated in double precision.
